# Relative variance of trajectory splitting for the deep tail of an implant

## The numbers to be explained

Ten thousand channelled ions are followed into a crystal, and each has a chance of $2.44\times10^{-4}$ of reaching a depth of 333 nm. Followed one by one, they give on average 2.4 arrivals, and the estimated chance has a relative standard error of 64 %. If each ion is replaced by four copies at each of five intermediate depths, the same ten thousand starting ions give an error of 4.2 %, although 92 % of them still contribute no arrival at all.

The second error follows from

$$\frac{\operatorname{Var}\hat P}{P^2}=\frac{m(1-p)}{Np}, \tag{1}$$

where $N$ is the number of starting ions, $m$ the number of depth levels, $p$ the chance of crossing the next level, and $P=p^m$ the chance of reaching the last one. The variance is that of the sampling; errors in the collision physics are not part of it.

## Rules of the scheme

Levels $1,\dots,m$ lie at increasing depths, and level 0 is the start. Equation (1) assumes the following.

- The starting ions are independent.
- An ion leaving level $k$ reaches level $k+1$ with the same probability $p$, whatever its energy, direction or position.
- $R=1/p$ is an integer. An ion crossing one of the levels $1,\dots,m-1$ is replaced by $R$ copies, which start from its state and then use independent random numbers.
- Only the first crossing of a level counts. An ion that turns back and crosses it again is not copied again.

Let $H$ be the total number of crossings of level $m$. A final ion has been through $m-1$ copyings and carries the weight $R^{-(m-1)}$, so the estimator is

$$\hat P=\frac{H}{N R^{m-1}}. \tag{2}$$

Each starting ion gives on average $p^mR^{m-1}$ final crossings: the chance of surviving $m$ flights times the multiplication by $m-1$ copyings. Hence $E\hat P=p^m=P$, and the estimator is unbiased. This argument does not use $R=1/p$. A poor choice of $R$ costs precision or computing time but causes no bias.

## Derivation

Consider the tree grown from one starting ion. Let $Z_k$ be the number of copies leaving level $k$, with $Z_0=1$. For the algebra, let copying also take place after level $m$. If the tree has $H_1$ final crossings, then $Z_m=RH_1$, and its contribution to the estimate is

$$\frac{H_1}{R^{m-1}}=\frac{Z_m}{R^m}=P\,Z_m, \tag{3}$$

because $R^{-m}=p^m=P$. The fictitious last copying multiplies the count by $R$ and divides the weight by $R$, so it has no effect.

Each copy leaving level $k$ produces $X$ copies leaving level $k+1$, where $X=R$ with probability $p$ and $X=0$ otherwise. Therefore

$$E X=pR=1,\qquad \operatorname{Var}X=pR^2-1=\frac1p-1=\frac{1-p}{p}. \tag{4}$$

Given $Z_k$, the number $Z_{k+1}$ is a sum of $Z_k$ independent values of $X$. Its conditional mean is $Z_k$ and its conditional variance is $Z_k(1-p)/p$. The total variance is the variance of the conditional mean plus the mean of the conditional variance:

$$\operatorname{Var}Z_{k+1}=\operatorname{Var}Z_k+\frac{1-p}{p}\,E Z_k. \tag{5}$$

Since $EX=1$, $EZ_k=1$ at every level. Each level thus adds the same amount, and from $\operatorname{Var}Z_0=0$ we obtain

$$\operatorname{Var}Z_m=\frac{m(1-p)}{p}. \tag{6}$$

By (3), $\hat P/P$ is the average of $N$ independent values of $Z_m$. Averaging divides the variance by $N$, which gives (1) for every $N$.

For $m=1$ there is no copying, and (1) is the binomial result $(1-P)/(NP)$. For fixed $R$ and decreasing $P$, put $m=\ln(1/P)/\ln R$:

$$\frac{\operatorname{Var}\hat P}{P^2}=\frac{R-1}{N\ln R}\,\ln\frac1P. \tag{7}$$

The relative variance grows with the logarithm of $1/P$, whereas without splitting it is $(1-P)/(NP)$ and grows as $1/P$.

## Example: a channelled indium tail in silicon

Suppose that a channelled ion leaves its channel at a constant rate per unit depth, and that it then no longer contributes to the tail. The chance of remaining channelled to depth $x$ is $e^{-x/\lambda}$. The chance of going a further $\Delta$ is $e^{-(x+\Delta)/\lambda}/e^{-x/\lambda}=e^{-\Delta/\lambda}$, independent of $x$, so equally spaced levels satisfy the assumption of constant $p$.

Take $\lambda=40$ nm, $R=4$, $m=6$ and $N=10000$. The spacing is $\lambda\ln4=55.45$ nm, the last level lies at 332.7 nm, and $P=4^{-6}=2.44\times10^{-4}$. Equation (6) gives $6\times0.75/0.25=18$ for one tree. The relative variance is $18/10000=1.8\times10^{-3}$, and its square root is 4.24 %.

In a test by simulated flights, 4000 runs of 100 starting ions gave a relative variance of $0.1831\pm0.0047$ per run. Equation (1) gives $18/100=0.1800$, which lies within one standard error.

**Reading the hits.** The expected number of final crossings is $NPR^{m-1}=N/R=2500$. Treating them as independent would suggest an error of $1/\sqrt{2500}=2\,\%$, less than half the true value. They are not independent: a tree is empty with probability 0.920, so about 800 trees share the 2500 crossings, on average about three each, with a wide spread from tree to tree. The error must be estimated from trees. With $Y_i$ the weighted count from starting ion $i$,

$$s^2(\hat P)=\frac{1}{N(N-1)}\sum_{i=1}^{N}(Y_i-\hat P)^2. \tag{8}$$

**Cost.** Count one attempt for each flight towards a next level. With splitting, the mean number per starting ion is $\sum_{k=0}^{m-1}EZ_k=m=6$. Without splitting it is $\sum_{k=0}^{m-1}p^k=(1-P)/(1-p)=1.333$. The ratio of variance times attempts is

$$\frac{0.4095\times1.333}{0.0018\times6}=50.5. \tag{9}$$

Failed flights are shorter than successful ones, but in this model the mean length of a flight is the same with and without splitting, so the ratio also holds if cost is measured by the depth flown. Copying has its own cost, which is not counted here; the factor is a guide to the gain in time.

The same $P=2^{-12}$ can be reached with other copy numbers. The product of one-tree variance and attempts is $m^2(R-1)$: 144 for $R=2$, $m=12$; 108 for $R=4$, $m=6$; 112 for $R=8$, $m=4$; and 135 for $R=16$, $m=3$. By this measure $R=4$ is the best of the four. The ranking depends on how cost is counted, because the mean length of a flight, $\lambda(1-1/R)$, differs between copy numbers. If cost is the depth flown, the product is $\lambda m^2(R-1)^2/R$, which gives 72, 81, 98 and 127 in units of $\lambda$, and $R=2$ is the best. By either measure the four choices lie within a factor of two.

## When the copy number does not match $p$

In practice $p$ comes from a pilot run or an assumed decay length. Let $\mu=pR$ differ from 1. Then $EZ_k=\mu^k$ and $\operatorname{Var}X=R^2p(1-p)=\mu^2(1-p)/p$. Given $Z_k$, the mean of $Z_{k+1}$ is now $\mu Z_k$, so

$$\operatorname{Var}Z_{k+1}=\mu^2\operatorname{Var}Z_k+\mu^k\mu^2\,\frac{1-p}{p}. \tag{10}$$

Division by $(EZ_{k+1})^2=\mu^{2k+2}$ shows that the relative variance grows by $\mu^{-k}(1-p)/p$ at each level. Summing gives

$$N\frac{\operatorname{Var}\hat P}{P^2}=\frac{1-p}{p}\sum_{k=0}^{m-1}\mu^{-k}. \tag{11}$$

For $\mu<1$ the population dies out and the later terms grow geometrically. For $\mu>1$ the variance falls, but the number of attempts, $\sum_k\mu^k$, grows geometrically.

If the true decay length is 10 % shorter, 36 nm, and the levels stay where they are, then $p=4^{-1/0.9}=0.2143$ and $\mu=0.857$. The one-tree variance rises from 18 to 33.5, and the error from 4.2 % to 5.8 %. Each error is relative to the value of $P$ in its own case.

If $1/p$ is not an integer, $\mu=1$ can be kept by drawing the copy number $K$ at random from the two neighbouring integers with mean $1/p$. The weight in (2) keeps the fixed value $R=1/p$. With $f$ the fractional part of $1/p$, $\operatorname{Var}K=f(1-f)$, and

$$\operatorname{Var}X=pE K^2-1=p\left[\frac1{p^2}+f(1-f)\right]-1=\frac{1-p}{p}+p f(1-f). \tag{12}$$

The last flight is followed by no copying and adds just $(1-p)/p$. The total excess over (6) is therefore $(m-1)pf(1-f)$. For $p=0.4$, $m=4$ and $f=0.5$ it is $3\times0.4\times0.25=0.3$ on a base of 6, so the rounding does little harm in this case. It matters more when $p$ is close to 1: for $p=0.9$, $m=4$ and $f=1/9$ the excess is 0.27 on a base of 0.44.

## When crossing depends on the state of the ion

All copies made at one crossing inherit the same state. If that state affects their chances, they succeed or fail together more often than independent ions would.

Let $S$ be the full state of an ion, enough to determine the probabilities of its future. Let $h_k(S)$ be the chance that an unsplit ion leaving level $k$ in state $S$ reaches level $m$, with $h_m=1$. For one tree define

$$M_k=R^{-k}\sum_i h_k(S_i)\quad(1\le k<m),\qquad M_0=P,\qquad M_m=\frac{H_1}{R^{m-1}}, \tag{13}$$

where the sum runs over the copies leaving level $k$. $M_k$ is the forecast of the final estimate at that stage. A flight from level $k$ turns the contribution $h_k(S_i)$ into $h_{k+1}(S_i')$ if the ion crosses and into zero if it does not. Its mean is $h_k(S_i)$ by the definition of $h_k$. Copying then multiplies the number by $R$ and divides the weight by $R$. The forecast thus keeps its mean, and each change has zero mean given all that went before. Changes at different stages are uncorrelated, and their variances add.

Given the states of the copies leaving level $k$, their flights are independent, so the variances of their contributions add. Before weighting, one flight has the variance $E[\mathbf 1(\text{cross})\,h_{k+1}^2\mid S_i]-h_k(S_i)^2$, the mean square minus the squared mean.

The expected sum of any function $g(S_i)$ over the copies leaving level $k$ is $R^k$ times the mean of $g$ for one unsplit ion, counted as zero if the ion does not reach level $k$. The squared weight is $R^{-2k}$, so $R^{-k}$ remains. With

$$q_k=E\left[\mathbf 1(\text{reach }k)\,h_k^2\right]\ (k\ge1),\qquad q_0=P^2, \tag{14}$$

the variance of one tree is

$$\operatorname{Var}M_m=\sum_{k=0}^{m-1}R^{-k}(q_{k+1}-q_k). \tag{15}$$

The choice $q_0=P^2$ includes the random choice of the starting state in the first stage.

Let $P_k$ be the overall chance of reaching level $k$, with $P_0=1$. Among ions arriving there, $h_k$ has the mean $P/P_k$. Let $c_k^2$ be its relative variance, with $c_0=c_m=0$. Then

$$q_k=P_k\left(\frac{P}{P_k}\right)^2(1+c_k^2)=\frac{P^2(1+c_k^2)}{P_k}. \tag{16}$$

Now place the levels so that $P_k=p^k$, with $R=1/p$. Inserting (16) in (15) and dividing by $P^2$ gives

$$\sum_{k=0}^{m-1}\left[\frac{1+c_{k+1}^2}{p}-(1+c_k^2)\right]
=m\left(\frac1p-1\right)+\frac1p\sum_{k=1}^{m-1}c_k^2-\sum_{k=1}^{m-1}c_k^2 .$$

Hence

$$N\frac{\operatorname{Var}\hat P}{P^2}=\frac{1-p}{p}\left[m+\sum_{k=1}^{m-1}c_k^2\right]. \tag{17}$$

For levels placed in this way, (1) is a lower limit, reached when all arriving ions at each level have the same prospects.

**Two equal groups.** Let half the ions have a decay length of 32 nm and half 48 nm, inherited by their copies. The levels are placed anew at $P_k=4^{-k}$, which puts the last at 367 nm. The sum of $c_k^2$ is 0.93, the one-tree variance is $3\times6.93=20.8$, and the error is 4.6 %. A moderate spread does little harm here.

**A rare group.** Let 99 % of the ions have 40 nm and 1 % have 80 nm. With the levels again at $P_k=4^{-k}$, the last lies at 357.6 nm. The sum of $c_k^2$ is 18.4, the one-tree variance is $3\times24.4=73$, and the error is 8.5 %, twice that of (1). The rare group supplies the fraction

$$\frac{0.01\,e^{-357.6/80}}{2.44\times10^{-4}}\approx0.47$$

of the final arrivals, yet only about 100 of the 10000 starting ions belong to it. Splitting multiplies these ions but does not create new independent members of the group.

## Energy loss and the placing of levels

If the crossing chance depends on depth alone, all $c_k$ vanish. For general $P_k$, equations (15) and (16) give

$$N\frac{\operatorname{Var}\hat P}{P^2}=\sum_{k=0}^{m-1}R^{-k}\left(\frac1{P_{k+1}}-\frac1{P_k}\right). \tag{18}$$

Energy loss is such a case if all ions slow down alike. The Lindhard–Scharff formula makes the electronic stopping proportional to speed and gives $S_0=395$ eV/nm for indium in silicon at $E_0=200$ keV. Nuclear energy loss is left out. In a random direction it would be roughly five times the electronic loss at this energy. A channel reduces it, but whatever remains slows the ions further. The electronic loss in a channel may also be smaller than the formula gives, which acts the other way, so the energies below are rough values and not bounds. From $dE/dx=-S_0\sqrt{E/E_0}$ it follows that $d\sqrt E/dx=-S_0/(2\sqrt{E_0})$, so

$$E=E_0\left(1-\frac xX\right)^2,\qquad X=\frac{2E_0}{S_0}=1012\ \text{nm}. \tag{19}$$

At 332.7 nm the ion has 90 keV left. Assume that the decay length is proportional to energy, $\lambda(x)=\lambda E/E_0$. The chance of remaining channelled is then

$$\exp\left[-\int_0^x\frac{dx'}{\lambda(1-x'/X)^2}\right]=\exp\left[-\frac{x}{\lambda(1-x/X)}\right]. \tag{20}$$

With the levels left at equal spacing, $p$ falls from 0.231 at the first to 0.058 at the last, and $P$ falls to $4.1\times10^{-6}$. Equation (18) gives a one-tree variance of 304 and an error of 17 %. Four copies no longer replace the losses.

The cure is to set the exponent in (20) equal to $k\ln R$. With $\Delta=\lambda\ln R$ this gives

$$x_k=\frac{k\Delta}{1+k\Delta/X}. \tag{21}$$

Six levels then end at 250 nm, with the variance back at 18. This is a shallower target than before. To reach the old depth with $R=4$, nine levels are needed: (21) puts the ninth at about 334 nm, and (1) gives $9\times3/10000$, an error of 5.2 %. In a simulation without a known decay law, a pilot run can supply the depths at which the arriving fraction falls by successive factors of $R$. The pilot must itself use splitting to place the deep levels: of 10000 unsplit ions, on average only $10000/4^9\approx0.04$ would reach the ninth.

## Relation to a real implant

An energy near 200 keV and a tail decay length of some tens of nanometres are meant as rough values for indium implanted along a channel in silicon. The 40 nm is an input, not a calculated property, and the groups above are chosen to show sensitivity. With the inputs used here, energy loss with unmoved levels changes the error most, from 4.2 % to 17 %. That figure rests on the assumed proportionality of decay length to energy and on a stopping formula that does not distinguish channelled ions from others, and it is very sensitive to the stopping. Half the electronic stopping gives about 7 %, less than the rare group does. A stopping 25 % larger gives about 38 %, and a residue of 5 % of the random-direction nuclear loss gives about 44 %.

A real implant also damages the crystal, so later ions do not meet the lattice that earlier ones met. For a rough size, count $0.8E_0/(2E_d)$ displaced atoms per ion, with all the energy going into damage and a threshold $E_d=15$ eV. This gives about 5000, an upper count for this formula: the Lindhard partition leaves about 70 % of the energy for displacements, which would give about 3800. A dose of $10^{12}$ cm$^{-2}$, or 0.01 ions per nm$^2$, spread over 100 nm gives about 0.5 displaced atoms per nm$^3$, about 1 % of the silicon atoms. Recovery during the implant is left out, as is the extra disorder of dense cascades. The effect on the decay length was not calculated. If it were a shortening by 10 % for all ions and along the whole path, the result following (11) would apply; a shortening by 10 % in the damaged layer alone would raise the variance less. At higher doses the ions must be followed in a lattice that is updated, and their independence is lost. Diffusion during annealing changes the profile afterwards and is outside this estimate.

Finally, $N$ counts ions already channelled. If an implanted ion enters the channelled population with probability $\phi$, and $V$ is the one-tree variance after entry, its contribution relative to $P$ has mean $\phi$ and mean square $\phi(1+V)$. For $N_0$ implanted ions the relative variance is therefore $[(1+V)/\phi-1]/N_0$. This is the sum of $V/(\phi N_0)$ from the flights in the channel and $(1-\phi)/(\phi N_0)$ from the random entry. A small $\phi$ raises both, because few of the implanted ions are channelled. Splitting deeper in the crystal does not reduce the second part, but for $V=18$ that part is at most $1/18$ of the first.

The numerical output below lists the main values used.

## Values computed for the example and the checks

```
Copies per crossing R: 4; levels m: 6; starting ions N: 10000
Crossing probability p: 0.25
Decay length (rough input): 40 nm
Level spacing: 55.45 nm
Depth of last level: 332.7 nm
Chance P of reaching last level: 2.4414e-04
One-tree relative variance, formula: 18.0000
One-tree relative variance, exact distribution: 18.0000
Relative variance for N ions: 1.8000e-03
Relative standard error for N ions: 4.24 %
Chance that one tree gives no hit: 0.9201
Simulation: 4000 runs of 100 ions
Simulated relative variance per run: 0.1831 +- 0.0047
Formula for the same run size: 0.1800
Attempts per ion, splitting: simulated 6.005, formula 6
Attempts per ion, unsplit: simulated 1.3332, formula 1.3330
Unsplit relative variance for N ions: 0.4095
Unsplit relative standard error: 64.0 %
Gain in variance times attempts: 50.5
Rounding test: p = 0.4, m = 4, fractional part f = 0.50
Rounding test: base 6.000, extra 0.300, exact 6.300
Decay 10% shorter: p = 0.2143, mu = 0.8572
Decay 10% shorter: one-tree variance 33.46, error 5.78 %
Ion energy (rough input): 200 keV
Electronic stopping at entry: 395 eV/nm
Depth where electronic loss alone stops the ion: 1012 nm
Energy left at last level: 90 keV
Energy loss, levels kept: first p 0.2307, last p 0.0581
Energy loss, levels kept: P = 4.146e-06
Energy loss, levels kept: one-tree variance 304.1, error 17.4 %
Energy loss, levels moved: last level at 250.4 nm
Energy loss, levels moved: one-tree variance 18.0000
Equal groups, decay 32 and 48 nm: last level 367.0 nm
Equal groups: sum of c_k^2 = 0.929
Equal groups: one-tree variance 20.79, error 4.56 %
Rare group, 1% with decay 80 nm: last level 357.6 nm
Rare group: sum of c_k^2 = 18.36
Rare group: one-tree variance 73.1, error 8.55 %
Damage inputs (rough): dose 1e+12 cm^-2, threshold 15 eV, layer 100 nm
Displaced atoms per ion (estimate): 5333
Displaced-atom fraction (estimate): 1.07 %
```
